# Film support and asperity contact under a tilted wafer in chemical-mechanical planarization: test program

```python
"""
Slurry film and asperity contact under a tilted wafer in chemical-mechanical
planarization.

Result under test: a disc of radius R at mean gap h0, with the gap narrowing
along the sliding direction at angle alpha, is carried by
  film:    p_h = (3/4) mu U alpha R^2 / h0^3 * (1 + 11 eps^2/16 + ...),
  contact: p_c = P0 exp(-h0/lam) * 2 I1(a)/a,
with eps = alpha R/h0, a = alpha R/lam, mu viscosity, U sliding speed,
lam decay length of asperity heights, P0 = sqrt(pi) eta E sqrt(b) lam^1.5,
eta asperity density, E contact modulus, b asperity tip radius.
The balance P = p_h + p_c fixes the gap and the contact share f = p_c/P.
Contact removal, proportional to p_c U, is greatest where
  (1-2f)/(1-f) = 3 lam/h0   (leading order in eps).
All quantities are in SI units unless a printed label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, dblquad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import iv

# ---------------------------------------------------------------- parameters
R = 0.1            # wafer radius
d = 0.2            # distance between pad axis and wafer axis
mu = 2e-3          # slurry viscosity
P = 2e4            # applied mean pressure
alpha = 5e-5       # inclination
lam = 5e-6         # decay length of asperity heights
tip = 5e-5         # asperity tip radius
eta = 2e8          # asperities per area
E = 1e8            # contact modulus
rho = 1e3          # slurry density, for the inertia estimate
pad_thickness = 1e-3
area = np.pi * R**2

# ------------------------------------- flux across the gap from Stokes flow
z, h, m = sp.symbols("z h m", positive=True)
G, u1, u2 = sp.symbols("G u1 u2", real=True)
u = sp.Function("u")
profile = sp.dsolve(sp.Eq(m * u(z).diff(z, 2), G), u(z),
                    ics={u(0): u1, u(h): u2}).rhs
flux = sp.integrate(sp.expand(profile), (z, 0, h))
assert sp.simplify(flux - (-h**3 * G / (12 * m) + h * (u1 + u2) / 2)) == 0


# --------------------------------------- finite-volume film pressure on disc
def film_on_grid(nr, nt, h0, slope, U, spin_ratio, beta):
    """Return load, x moment, y moment and smallest pressure.

    Mass balance of face fluxes; spin_ratio = wafer rate / pad rate;
    beta = angle between sliding direction and direction of narrowing.
    """
    pad_rate = U / d
    wafer_rate = spin_ratio * pad_rate
    dr, dt = R / nr, 2 * np.pi / nt
    r_mid, t_mid = (np.arange(nr) + 0.5) * dr, (np.arange(nt) + 0.5) * dt

    def gap(r, t):
        return h0 - slope * r * np.cos(t - beta)

    def velocity_sum(r, t):
        x, y = r * np.cos(t), r * np.sin(t)
        vx = -pad_rate * (y - d) - wafer_rate * y
        vy = (pad_rate + wafer_rate) * x
        return vx, vy

    # faces of constant radius (outer face of each cell)
    rf, tf = np.meshgrid((np.arange(nr) + 1) * dr, t_mid, indexing="ij")
    vx, vy = velocity_sum(rf, tf)
    cond_r = gap(rf, tf)**3 / (12 * mu) * rf * dt / dr
    cond_r[-1] *= 2            # rim lies half a cell from the last centre
    drag_r = (gap(rf, tf) * (vx * np.cos(tf) + vy * np.sin(tf)) / 2
              * rf * 2 * np.sin(dt / 2))
    # faces of constant angle
    rc, ta = np.meshgrid(r_mid, (np.arange(nt) + 1) * dt, indexing="ij")
    vx, vy = velocity_sum(rc, ta)
    cond_t = gap(rc, ta)**3 / (12 * mu) * dr / (rc * dt)
    drag_t = gap(rc, ta) * (-vx * np.sin(ta) + vy * np.cos(ta)) / 2 * dr

    inner_cond = np.vstack([np.zeros((1, nt)), cond_r[:-1]])
    inner_drag = np.vstack([np.zeros((1, nt)), drag_r[:-1]])
    outflow = drag_r - inner_drag + drag_t - np.roll(drag_t, 1, axis=1)
    diagonal = cond_r + inner_cond + cond_t + np.roll(cond_t, 1, axis=1)

    cell = np.arange(nr * nt).reshape(nr, nt)
    nxt = np.roll(cell, -1, axis=1)
    a_in, a_out = cell[:-1].ravel(), cell[1:].ravel()
    c_r, c_t = -cond_r[:-1].ravel(), -cond_t.ravel()
    rows = np.concatenate([cell.ravel(), a_in, a_out, cell.ravel(), nxt.ravel()])
    cols = np.concatenate([cell.ravel(), a_out, a_in, nxt.ravel(), cell.ravel()])
    vals = np.concatenate([diagonal.ravel(), c_r, c_r, c_t, c_t])
    matrix = coo_matrix((vals, (rows, cols))).tocsc()
    p = spsolve(matrix, -outflow.ravel()).reshape(nr, nt)

    rr, tt = np.meshgrid(r_mid, t_mid, indexing="ij")
    force = p * rr * dr * dt
    return np.array([force.sum(), (force * rr * np.cos(tt)).sum(),
                     (force * rr * np.sin(tt)).sum(), p.min()])


def film(h0, slope, U=1.0, spin_ratio=1.0, beta=0.0):
    """Load and moments, extrapolated from two grids of second-order error."""
    coarse = film_on_grid(40, 48, h0, slope, U, spin_ratio, beta)
    fine = film_on_grid(80, 96, h0, slope, U, spin_ratio, beta)
    result = (4 * fine - coarse) / 3
    result[3] = fine[3]
    return result


def film_law(h0):
    """Leading-order mean film pressure per unit sliding speed."""
    return 0.75 * mu * alpha * R**2 / h0**3


# ------------------------------------------------------ tests of the film law
h_test = 4e-5
excess = {}
for eps in (0.1, 0.2):
    slope = eps * h_test / R
    load = film(h_test, slope)[0]
    leading = 0.75 * np.pi * mu * slope * R**4 / h_test**3
    excess[eps] = (load / leading - 1) / eps**2
tilt_coefficient = (4 * excess[0.1] - excess[0.2]) / 3
assert abs(tilt_coefficient - 11 / 16) < 5e-3

slope = 0.1 * h_test / R
base = film(h_test, slope)
assert base[3] > 0                                   # no suction for d = 2R
assert abs(base[1] / base[0] / R - 3 * 0.1 / 8) < 1e-3
assert abs(base[2] / base[0] / R + (2 * R / d) / 12) < 2e-3
reverse = film(h_test, -slope)
assert abs(reverse[0] / base[0] + 1) < 1e-4          # opposite tilt sucks down
beta = np.radians(50)
turned = film(h_test, slope, beta=beta)
assert abs(turned[0] / base[0] - np.cos(beta)) < 2e-4
for spin in (0.0, 3.0):                              # spin changes no load
    spun = film(h_test, slope, spin_ratio=spin, beta=beta)
    assert abs(spun[0] / turned[0] - 1) < 3e-4
    assert abs(spun[2] / turned[2] - 1) > 0.05       # but it changes moments

# --------------------------------------------------- tests of the contact law
P0 = np.sqrt(np.pi) * eta * E * np.sqrt(tip) * lam**1.5
a = alpha * R / lam
tilt_factor = 2 * iv(1, a) / a
h_loc = 2e-5
hertz_sum = quad(lambda t: 4 / 3 * E * np.sqrt(tip) * (lam * t)**1.5
                 * eta * np.exp(-h_loc / lam - t), 0, np.inf)[0]
assert abs(hertz_sum / (P0 * np.exp(-h_loc / lam)) - 1) < 1e-6
touching = quad(lambda t: np.pi * tip * lam * t * eta
                * np.exp(-h_loc / lam - t), 0, np.inf)[0]
spot_pressure = E * np.sqrt(lam / (np.pi * tip))
assert abs(hertz_sum / touching / spot_pressure - 1) < 1e-6
mean_exp = dblquad(lambda t, r: r * np.exp(a * r * np.cos(t)) / np.pi,
                   0, 1, 0, 2 * np.pi)[0]
mean_x = dblquad(lambda t, r: r**2 * np.cos(t) * np.exp(a * r * np.cos(t))
                 / np.pi, 0, 1, 0, 2 * np.pi)[0]
assert abs(mean_exp / tilt_factor - 1) < 1e-7
contact_centre = R * iv(2, a) / iv(1, a)
assert abs(R * mean_x / mean_exp / contact_centre - 1) < 1e-7


def contact(h0):
    return P0 * np.exp(-h0 / lam) * tilt_factor


# ------------------------------------- numerical film load at fixed inclination
gaps = np.geomspace(1.2e-5, 8e-5, 14)
ratio = np.array([film(g, alpha)[0] / area / film_law(g) for g in gaps])
for g, q in zip(gaps, ratio):
    e = alpha * R / g
    if e < 0.25:
        assert abs(q - 1 - 11 * e**2 / 16) < e**4 + 1e-4
ratio_curve = CubicSpline(np.log(gaps), ratio)


def film_numerical(h0):
    return film_law(h0) * float(ratio_curve(np.log(h0)))


def balance(U, film_pressure):
    """Gap and contact share from the load balance at sliding speed U."""
    g = brentq(lambda x: U * film_pressure(x) + contact(x) - P,
               gaps[0], gaps[-1], xtol=1e-16, rtol=1e-13)
    return g, contact(g) / P


def best_speed(film_pressure):
    found = minimize_scalar(lambda U: -U * balance(U, film_pressure)[1],
                            bounds=(0.05, 3.0), method="bounded",
                            options={"xatol": 1e-8})
    return found.x, balance(found.x, film_pressure)[1]


# ------------------------------------------------- crossover and best speed
A = P0 * tilt_factor / P


def gap_at_share(f):
    return lam * np.log(A / f)


def speed_at_share(f):
    return (1 - f) * P / film_law(gap_at_share(f))


U_half = speed_at_share(0.5)
assert abs(balance(U_half, film_law)[1] - 0.5) < 1e-8
U_half_num = brentq(lambda U: balance(U, film_numerical)[1] - 0.5, 0.05, 3.0)
assert abs(U_half_num / U_half - 1) < 0.05     # neglected eps^2 term

f_best = brentq(lambda f: (1 - 2 * f) / (1 - f) - 3 / np.log(A / f), 1e-6, 0.9)
U_best = speed_at_share(f_best)
U_direct, f_direct = best_speed(film_law)
assert abs(f_direct / f_best - 1) < 1e-3 and abs(U_direct / U_best - 1) < 1e-3
U_num, f_num = best_speed(film_numerical)
assert abs(f_num / f_best - 1) < 0.05 and abs(U_num / U_best - 1) < 0.05

# the film-only cube-root gap is approached as the contact share vanishes
shortfall = []
for U in (1.0, 3.0, 9.0):
    cube_root = (0.75 * mu * U * alpha * R**2 / P)**(1 / 3)
    shortfall.append(balance(U, film_law)[0] / cube_root - 1)
assert shortfall[0] > shortfall[1] > shortfall[2] > 0 and shortfall[2] < 1e-3

# --------------------------------------------------------------------- output
print(f"wafer radius R = {R*1e3:.0f} mm; axis distance d = {d*1e3:.0f} mm")
print(f"viscosity = {mu*1e3:.1f} mPa s; applied pressure P = {P/1e3:.1f} kPa")
print(f"inclination = {alpha*1e6:.0f} microrad; alpha R = {alpha*R*1e6:.1f} um")
print(f"height decay length = {lam*1e6:.1f} um; tip radius = {tip*1e6:.0f} um")
print(f"asperity density = {eta:.1e} 1/m^2; contact modulus = {E/1e6:.0f} MPa")
print(f"total applied load = {P*area:.1f} N")
print(f"tilt coefficient, numerical = {tilt_coefficient:.4f}; 11/16 = {11/16:.4f}")
print(f"load ratio at 50 deg misalignment = {turned[0]/base[0]:.4f}; "
      f"cos = {np.cos(beta):.4f}")
print(f"load ratio for reversed tilt = {reverse[0]/base[0]:.4f}")
print(f"contact prefactor P0 = {P0/1e6:.3f} MPa")
print(f"tilt parameter a = {a:.3f}; contact tilt factor = {tilt_factor:.4f}")
print(f"A = P0*factor/P = {A:.2f}")
print(f"mean pressure on touching spots = {spot_pressure/1e6:.2f} MPa")
print(f"touching area fraction if contact carries all = {P/spot_pressure:.2e}")
print(f"gap with contact only = {gap_at_share(1.0)*1e6:.2f} um")
print("balance with numerical film load:")
for U in (0.1, 0.3, 1.0, 3.0):
    g, f = balance(U, film_numerical)
    print(f" U = {U:.1f} m/s: gap = {g*1e6:.2f} um, contact share = {f:.4f}, "
          f"p_c U = {f*P*U/1e3:.3f} kW/m^2")
g1, f1 = balance(1.0, film_numerical)
g1_law, f1_law = balance(1.0, film_law)
eps1 = alpha * R / g1
film_only = (0.75 * mu * alpha * R**2 / P)**(1 / 3)
print(f"leading law at 1 m/s: gap = {g1_law*1e6:.2f} um, share = {f1_law:.4f}")
print(f"film-only cube-root gap at 1 m/s = {film_only*1e6:.2f} um")
print(f"eps at 1 m/s = {eps1:.4f}; 11 eps^2/16 = {11*eps1**2/16:.4f}")
print(f"half-share gap, leading law = {gap_at_share(0.5)*1e6:.2f} um")
print(f"half-share speed: leading = {U_half:.4f} m/s, "
      f"numerical film = {U_half_num:.4f} m/s")
print(f"best-removal share: leading = {f_best:.4f}, numerical film = {f_num:.4f}")
print(f"best-removal gap, leading law = {gap_at_share(f_best)*1e6:.2f} um")
print(f"best-removal speed: leading = {U_best:.4f} m/s, "
      f"numerical film = {U_num:.4f} m/s")
print(f"greatest p_c U, numerical film = {f_num*P*U_num/1e3:.3f} kW/m^2")
state = film(g1, alpha)
x_film, y_film = state[1] / state[0], state[2] / state[0]
print(f"film pressure centre at 1 m/s: x = {x_film*1e3:.2f} mm, "
      f"y = {y_film*1e3:.2f} mm")
print(f"leading formulas: x = {3*eps1*R/8*1e3:.2f} mm, "
      f"y = {-(2*R/d)*R/12*1e3:.2f} mm")
print(f"contact pressure centre: x = {contact_centre*1e3:.2f} mm")
x_all = (1 - f1) * x_film + f1 * contact_centre
print(f"combined centre at 1 m/s: x = {x_all*1e3:.2f} mm, "
      f"y = {(1-f1)*y_film*1e3:.2f} mm")
print(f"carrier pitch moment needed at 1 m/s = {x_all*P*area:.2f} N m "
      "(normal forces only)")
print(f"reduced Reynolds number at 1 m/s = {rho*g1**2/(mu*R):.2e}")
print(f"bulk compression of a {pad_thickness*1e3:.0f} mm pad, estimate = "
      f"{P*pad_thickness/E*1e6:.2f} um")
print("all tests passed")
```

Running it gives:

```
wafer radius R = 100 mm; axis distance d = 200 mm
viscosity = 2.0 mPa s; applied pressure P = 20.0 kPa
inclination = 50 microrad; alpha R = 5.0 um
height decay length = 5.0 um; tip radius = 50 um
asperity density = 2.0e+08 1/m^2; contact modulus = 100 MPa
total applied load = 628.3 N
tilt coefficient, numerical = 0.6874; 11/16 = 0.6875
load ratio at 50 deg misalignment = 0.6428; cos = 0.6428
load ratio for reversed tilt = -1.0000
contact prefactor P0 = 2.802 MPa
tilt parameter a = 1.000; contact tilt factor = 1.1303
A = P0*factor/P = 158.39
mean pressure on touching spots = 17.84 MPa
touching area fraction if contact carries all = 1.12e-03
gap with contact only = 25.33 um
balance with numerical film load:
 U = 0.1 m/s: gap = 26.48 um, contact share = 0.7931, p_c U = 1.586 kW/m^2
 U = 0.3 m/s: gap = 28.67 um, contact share = 0.5124, p_c U = 3.074 kW/m^2
 U = 1.0 m/s: gap = 35.30 um, contact share = 0.1359, p_c U = 2.718 kW/m^2
 U = 3.0 m/s: gap = 48.55 um, contact share = 0.0096, p_c U = 0.577 kW/m^2
leading law at 1 m/s: gap = 35.19 um, share = 0.1392
film-only cube-root gap at 1 m/s = 33.47 um
eps at 1 m/s = 0.1416; 11 eps^2/16 = 0.0138
half-share gap, leading law = 28.79 um
half-share speed: leading = 0.3182 m/s, numerical film = 0.3116 m/s
best-removal share: leading = 0.3386, numerical film = 0.3362
best-removal gap, leading law = 30.74 um
best-removal speed: leading = 0.5123 m/s, numerical film = 0.5065 m/s
greatest p_c U, numerical film = 3.406 kW/m^2
film pressure centre at 1 m/s: x = 5.34 mm, y = -8.32 mm
leading formulas: x = 5.31 mm, y = -8.33 mm
contact pressure centre: x = 24.02 mm
combined centre at 1 m/s: x = 7.88 mm, y = -7.19 mm
carrier pitch moment needed at 1 m/s = 4.95 N m (normal forces only)
reduced Reynolds number at 1 m/s = 6.23e-03
bulk compression of a 1 mm pad, estimate = 0.20 um
all tests passed
```
